\section*{Weibull Slope and Lifetime of the nth Breakdown for Independent Spots, part 1}

(Sections cited here and not found follow in the second part.)

\section{Distribution and slope of the $n$th breakdown}

\subsection{Definitions and conventions}

A gate dielectric of area $A$ is held at constant voltage and temperature from time $t=0$. It contains $N$ places, called spots, at which a breakdown path can form. Spot $i$ survives to time $t$ with probability
\begin{equation}
 s_i(t)=e^{-w_i\chi(t)},\qquad
 \chi(t)=\left(\frac{t}{\eta}\right)^{\beta},\qquad
 \sum_{i=1}^{N}w_i=1 .
 \label{eq:spot}
\end{equation}
The constants $w_i>0$ are the shares of the spots in the total hazard, $\beta>0$ is the Weibull shape parameter and $\eta>0$ is a time. Every spot has the same $\beta$, but the shares may differ.

The dimensionless quantity $\chi$ is the accumulated hazard of the whole area. It increases with $t$ and can serve as a clock in place of time. Three assumptions are made about the spots:
\begin{enumerate}
 \item They fail independently. A breakdown at one spot does not change the hazard of the others.
 \item A spot that has broken down stays broken and is counted once.
 \item The electrical severity of a breakdown plays no part in the count.
\end{enumerate}

Let $K(t)$ be the number of broken spots at time $t$, and let $T_n$ be the time of the $n$th breakdown anywhere in the area. Its cumulative distribution is $F_n(t)=\Pr(T_n\le t)$, the fraction of nominally identical samples that have suffered at least $n$ breakdowns by time $t$. A low percentile means $F_n\ll1$.

All logarithms are natural. The ordinate of a Weibull plot, the weibit, and the local slope are
\begin{equation}
 W_n=\ln H_n,\qquad H_n=-\ln(1-F_n),\qquad
 \beta_n=\frac{dW_n}{d\ln t}.
 \label{eq:weibit}
\end{equation}
A Weibull distribution gives a straight line on this plot. For any other distribution $\beta_n$ depends on the percentile at which it is read.

\subsection{The first breakdown}

The area has no breakdown at time $t$ if every spot has survived. Independence allows the survival probabilities to be multiplied, and the shares add to one:
\begin{equation}
 1-F_1=\prod_{i=1}^{N}e^{-w_i\chi}
 =\exp\left(-\chi\sum_{i=1}^{N}w_i\right)=e^{-\chi}.
 \label{eq:first}
\end{equation}
Hence $H_1=\chi$ and $W_1=\beta\ln(t/\eta)$, a straight line of slope $\beta$. This holds for any number of spots and any set of shares. At $t=\eta$ one has $F_1=1-e^{-1}$, so $\eta$ is the time by which about 63\% of the samples have had their first breakdown.

\subsection{Counting the broken spots}

The $n$th breakdown has occurred by time $t$ if and only if at least $n$ spots are broken at that time:
\begin{equation}
 F_n(t)=\Pr(K\ge n)=1-\sum_{k=0}^{n-1}\Pr(K=k).
 \label{eq:event}
\end{equation}
The distribution of $K$ follows from its generating function $G(z)=\sum_k\Pr(K=k)z^k$. Spot $i$ contributes a factor $1$ if it is intact and $z$ if it is broken, so
\begin{align}
 G(z)&=\prod_i\left[e^{-w_i\chi}+z\left(1-e^{-w_i\chi}\right)\right]
 \nonumber\\
 &=e^{-\chi}\prod_i\left[1+z\left(e^{w_i\chi}-1\right)\right].
 \label{eq:gf}
\end{align}
The second line takes $e^{-w_i\chi}$ out of each factor and uses $\sum_iw_i=1$.

Suppose that no spot carries an appreciable share of the hazard. With $a=w_i\chi$ small and $|z|\le1$, the expansions $e^a-1=a+a^2/2+O(a^3)$ and $\ln(1+y)=y-y^2/2+O(y^3)$ give
\begin{equation}
 \ln\left[1+z(e^a-1)\right]
 =za+\frac{z(1-z)}{2}a^2+O(a^3).
\end{equation}
Define $S=\sum_iw_i^2$. For equal spots $S=1/N$. Summing over the spots yields
\begin{equation}
 G(z)=e^{-\chi(1-z)}
 \left[1+\frac{\chi^2S}{2}z(1-z)+\cdots\right].
 \label{eq:gfexp}
\end{equation}
The omitted terms are of higher order in the shares at fixed $\chi$. They vanish faster than $S$, because $\sum_iw_i^3\le S\max_iw_i$ and $\max_iw_i\le\sqrt S$.

As $S\to0$ the generating function becomes that of a Poisson count with mean $\chi$. Write
\begin{equation}
 \pi_k(\chi)=e^{-\chi}\frac{\chi^k}{k!},\qquad
 \pi_k=0\ \text{for}\ k<0 .
\end{equation}
Equation~(\ref{eq:event}) then gives the central result
\begin{equation}
 F_n(t)=1-e^{-\chi}\sum_{k=0}^{n-1}\frac{\chi^k}{k!},
 \qquad \chi=\left(\frac{t}{\eta}\right)^\beta .
 \label{eq:Fn}
\end{equation}

The correction in Eq.~(\ref{eq:gfexp}) shows how many spots are needed. The coefficient of $z^k$ in $z(1-z)e^{-\chi(1-z)}$ is $\pi_{k-1}-\pi_{k-2}$. Summed over $k=0,\dots,n-1$ this telescopes to $\pi_{n-2}$. The survival probability rises by that amount times $\chi^2S/2$, and therefore
\begin{equation}
 F_n^{(N)}=F_n-\frac{\chi^2S}{2}\pi_{n-2}(\chi)+\cdots .
 \label{eq:finite}
\end{equation}
The sign has a simple origin. A Poisson count allows two hits on the same spot, whereas a real spot is counted once, so the Poisson formula slightly overstates $F_n$. For $n=1$ the correction vanishes, in agreement with Eq.~(\ref{eq:first}).

At low percentiles the correction must be compared with $F_n$, which is itself small. For $\chi\to0$ at fixed shares, $n$ spots must each fail with probability $w_i\chi$, and
\begin{equation}
 F_n^{(N)}\to\chi^n\sum_{i_1<\cdots<i_n}w_{i_1}\cdots w_{i_n}
 \simeq\frac{\chi^n}{n!}\left[1-\frac{n(n-1)}{2}S\right].
\end{equation}
As the percentile is lowered, the relative error thus levels off at about $n(n-1)S/2$. The power $\chi^n$ survives for any finite number of spots with $N\ge n$. A finite number changes the prefactor.

\subsection{Density and waiting intervals}

Since $d\pi_k/d\chi=\pi_{k-1}-\pi_k$, differentiation of Eq.~(\ref{eq:Fn}) gives another telescoping sum:
\begin{equation}
 \frac{dF_n}{d\chi}=-\sum_{k=0}^{n-1}(\pi_{k-1}-\pi_k)
 =\pi_{n-1}=\frac{\chi^{n-1}e^{-\chi}}{(n-1)!}.
 \label{eq:density}
\end{equation}
With $F_n=0$ at $\chi=0$, integration gives
\begin{equation}
 F_n=P(n,\chi)=\frac{1}{(n-1)!}\int_0^\chi x^{n-1}e^{-x}\,dx ,
 \label{eq:gamma}
\end{equation}
where $P$ is the regularized lower incomplete gamma function. The density in time is $\pi_{n-1}\,d\chi/dt=\pi_{n-1}\,\beta\chi/t$.

The same law follows from the intervals between breakdowns. On the $\chi$ clock spot $i$ has the constant hazard $w_i$, so an intact spot has no memory of its age. Before the first breakdown the total hazard is one. Afterwards it is one minus the share of the broken spot, which tends to one when every share is negligible. The successive intervals in $\chi$ are then independent exponential variables of unit mean, and $\chi(T_n)$ is the sum of $n$ of them. Its mean and variance both equal $n$, so its relative spread is $1/\sqrt n$. Waiting for several events averages their fluctuations: the distribution of $\chi(T_n)$ becomes wider in absolute terms but narrower relative to its mean.

The independence of intervals applies to $\chi$. In ordinary time, given a first breakdown at $t_1$, the second occurs within a further time $\Delta$ with probability $1-\exp[-\chi(t_1+\Delta)+\chi(t_1)]$. For $\beta\ne1$ this depends on $t_1$. Restarting a Weibull clock at each breakdown would therefore be wrong in this model unless $\beta=1$.

\subsection{The local slope}

The clock obeys $d\chi/d\ln t=\beta\chi$. Equation~(\ref{eq:weibit}) and the chain rule give
\begin{equation}
 \beta_n=\beta\,\frac{\chi h_n}{H_n},\qquad
 h_n=\frac{dH_n}{d\chi}=\frac{1}{1-F_n}\frac{dF_n}{d\chi}.
 \label{eq:slope}
\end{equation}
Let $Q_n(\chi)=\sum_{k=0}^{n-1}\chi^k/k!$, so that $1-F_n=e^{-\chi}Q_n$. The exponentials cancel in $h_n$:
\begin{equation}
 h_n=\frac{\chi^{n-1}}{(n-1)!\,Q_n},\qquad
 H_n=\chi-\ln Q_n .
 \label{eq:hazard}
\end{equation}

For $n=1$ these give $h_1=1$, $H_1=\chi$ and $\beta_1=\beta$. For $n\ge2$ the slope falls steadily from $n\beta$ to $\beta$. To prove this, use $Q_n'=Q_{n-1}$ and differentiate $\ln h_n$:
\begin{equation}
 \frac{d\ln h_n}{d\ln\chi}=n-1-m,\qquad
 m=\frac{\chi Q_{n-1}}{Q_n}
 =\frac{\sum_{k=0}^{n-1}k\chi^k/k!}{\sum_{k=0}^{n-1}\chi^k/k!}.
\end{equation}
Here $m$ is the mean number of breakdowns among samples that have had fewer than $n$. Its derivative $dm/d\ln\chi$ is the variance of that number, which is positive for $n\ge2$. Hence $m$ rises monotonically, from $0$ at $\chi=0$ towards $n-1$ as $\chi\to\infty$. Next,
\begin{equation}
 \frac{d(\chi h_n)}{d\chi}
 =h_n\left(1+\frac{d\ln h_n}{d\ln\chi}\right)=h_n(n-m).
\end{equation}
Integrating from zero, where $\chi h_n=0$, and dividing by $H_n=\int_0^\chi h_n\,dx$ gives
\begin{equation}
 r_n\equiv\frac{\beta_n}{\beta}
 =\frac{\int_0^\chi h_n(x)\,[n-m(x)]\,dx}{\int_0^\chi h_n(x)\,dx}.
 \label{eq:average}
\end{equation}
The slope ratio is a weighted average of $n-m$ over the past of the $\chi$ clock. Since $n-m$ lies between $1$ and $n$, so does $r_n$. Since $n-m$ is decreasing, its average exceeds its current value, and
\begin{equation}
 \frac{dr_n}{d\chi}=\frac{h_n}{H_n}(n-m-r_n)<0 .
\end{equation}
The average tends to $n$ as $\chi\to0$. At late times $H_n$ grows without limit while $n-m\to1$, so $r_n\to1$. This last approach is slow: for $\chi\gg1$ one has $\chi h_n\simeq\chi-(n-1)$ and $H_n\simeq\chi-(n-1)\ln\chi+\ln(n-1)!$, so the excess is $r_n-1\simeq[(n-1)(\ln\chi-1)-\ln(n-1)!]/\chi$, which falls as $(\ln\chi)/\chi$.

\subsection{The low-percentile limit}

For small $\chi$, expand the exponential in Eq.~(\ref{eq:gamma}) and integrate term by term:
\begin{align}
 F_n&=\frac{1}{(n-1)!}\left[\frac{\chi^n}{n}
 -\frac{\chi^{n+1}}{n+1}+O(\chi^{n+2})\right]\nonumber\\
 &=\frac{\chi^n}{n!}\left[1-\frac{n\chi}{n+1}+O(\chi^2)\right].
 \label{eq:lowF}
\end{align}
The weibit involves $H_n=F_n+F_n^2/2+\cdots$. The second term is smaller than the first by a factor of order $\chi^n$, which for $n\ge2$ lies beyond the order kept. Therefore
\begin{equation}
 W_n=n\beta\ln\frac{t}{\eta}-\ln n!-\frac{n\chi}{n+1}+O(\chi^2),
\end{equation}
and differentiation with $d\chi/d\ln t=\beta\chi$ gives
\begin{equation}
 \beta_n=n\beta\left[1-\frac{\chi}{n+1}+O(\chi^2)\right],
 \qquad n\ge2 .
 \label{eq:lowslope}
\end{equation}
For $n=1$ the term $F_1^2/2$ contributes at the same order and cancels the correction.

The enhancement is a counting effect. Early in life each breakdown is a rare event with probability proportional to $\chi$, and $n$ of them are required. The factor $1/n!$ appears because $\chi^n$ counts each set of $n$ spots once for every ordering. Nothing about an individual spot has become steeper.

The condition for using $n\beta$ is $\chi\ll n+1$. In terms of the percentile, $\chi\simeq(n!F)^{1/n}$, so the relative shortfall of the slope is about $(n!F)^{1/n}/(n+1)$. For larger $n$ it decreases more slowly as $F$ is lowered.

For $\beta=1.2$ the limiting slopes are $2.40$ for $n=2$ and $3.60$ for $n=3$. Inverting $P(n,\chi)=F$ numerically and inserting $\chi$ in Eq.~(\ref{eq:slope}) gives the following local slopes.
\begin{center}
\begin{tabular}{lcc}
 $F$ & $n=2$ & $n=3$\\
 $0.632$ & $1.76$ & $2.17$\\
 $10^{-2}$ & $2.29$ & $3.23$\\
 $10^{-4}$ & $2.39$ & $3.52$\\
 $10^{-6}$ & $2.40$ & $3.58$
\end{tabular}
\end{center}
A line fitted near 63\% and extended downwards would be too shallow and would overstate the early failures of this model. A straight plot for any $n$ is obtained by replacing the weibit with $\ln P^{-1}(n,F)$, where the inverse is taken in $\chi$. By Eq.~(\ref{eq:gamma}) this equals $\beta(\ln t-\ln\eta)$.

In a numerical implementation, small $F_n$ should be computed from the lower incomplete gamma function or from the positive series $e^{-\chi}\sum_{k\ge n}\chi^k/k!$. Equation~(\ref{eq:Fn}) subtracts nearly equal numbers in this range and loses digits. For the same reason $-\ln(1-F_n)$ should be evaluated with a function designed for small arguments.

\section{Lifetime, area scaling and the limits of independence}

\subsection{Symbols and results carried over}

The area has accumulated hazard $\chi=(t/\eta)^\beta$, where $\eta$ is its 63\% time to first breakdown and $\beta$ is the first-breakdown slope. For many independent spots, each with a negligible share of the hazard, the $n$th breakdown anywhere in the area has the distribution
\begin{equation}
 F_n=P(n,\chi)=1-e^{-\chi}\sum_{k=0}^{n-1}\frac{\chi^k}{k!}
 \simeq\frac{\chi^n}{n!}\left[1-\frac{n\chi}{n+1}\right],
 \label{eq:recap}
\end{equation}
the last form being for $\chi\ll1$. The local Weibull slope tends to $n\beta$ at low percentiles. On the $\chi$ clock the intervals between breakdowns are independent exponential variables of unit mean.

\subsection{Lifetime at a fixed failed fraction}

Let $F$ be the permitted failed fraction and let $\chi_n$ solve $P(n,\chi_n)=F$. The lifetime to the $n$th breakdown is
\begin{equation}
 t_n=\eta\,\chi_n^{1/\beta},\qquad
 \frac{t_n}{t_1}=\left(\frac{\chi_n}{\chi_1}\right)^{1/\beta},
 \qquad \chi_1=-\ln(1-F).
 \label{eq:life}
\end{equation}
The gain $t_n/t_1$ does not contain $\eta$. At given $F$ and $\beta$ it is independent of the area, the voltage and the temperature.

For small $F$, put $x=(n!F)^{1/n}$. Equation~(\ref{eq:recap}) reads $x^n=\chi_n^n[1-n\chi_n/(n+1)]$. Its $n$th root is $x\simeq\chi_n[1-\chi_n/(n+1)]$, which inverts to
\begin{equation}
 \chi_n\simeq x\left(1+\frac{x}{n+1}\right),\qquad
 \frac{t_n}{t_1}\simeq
 \left[\frac{(n!F)^{1/n}}{F}\right]^{1/\beta}.
 \label{eq:gain}
\end{equation}
The second expression keeps the leading term. The gain is large when $F$ is small, because one early breakdown is then far more likely than two.

For many independent spots with negligible shares of the hazard, we now have the distribution of the $n$th breakdown, its local slope, which for $n\ge2$ falls from $n\beta$ at low percentiles towards $\beta$, and the gain in lifetime over the first breakdown at a fixed failed fraction. It remains to find how the lifetime scales with area, to work through a numerical example, and to see how variation between chips, companion breakdowns and hardening of the first breakdown change the result.
